# Degeneracy and the Fermi level of equal charge-state population: a numerical check

```python
"""
Result under test: the Fermi level at which a defect is found equally often
in charge states q and p is
    mu_star = eps(q/p) + kT ln(g_q/g_p) / (q - p),
    eps(q/p) = (E_q - E_p) / (p - q).
E_q : lowest formation energy of charge state q at Fermi level zero
g_q : number of degenerate microstates per site (or, for split levels,
      the sum of Boltzmann factors measured from the lowest state)
q   : defect charge in units of the elementary charge
Energies are in eV, measured from the valence-band top.
The populations are obtained from diagonalized Hamiltonians, and their
crossing is located numerically without using the formula.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

K_B = constants.k / constants.e
T_ROOM = 300.0
KT = K_B * T_ROOM


def formula_level(eps, g_q, g_p, q, p, kt=KT):
    return eps + kt * np.log(g_q / g_p) / (q - p)


def populations(ham, charge, mu, kt=KT):
    """Charge-state probabilities from the grand-canonical density matrix."""
    energy, vec = np.linalg.eigh(ham + mu * np.diag(charge))
    weight = np.exp(-(energy - energy.min()) / kt)
    state_prob = (np.abs(vec) ** 2) @ (weight / weight.sum())
    return {int(q): state_prob[charge == q].sum() for q in np.unique(charge)}


def crossing(ham, charge, q, p, centre, kt=KT):
    """Fermi level where the computed populations of q and p coincide."""
    def log_ratio(mu):
        pop = populations(ham, charge, mu, kt)
        return np.log(pop[q] / pop[p])
    return brentq(log_ratio, centre - 0.15, centre + 0.15, xtol=1e-13)


def annihilators(n_modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for mode in range(n_modes):
        op = np.eye(1)
        for k in range(n_modes):
            factor = sign if k < mode else lower if k == mode else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


def fock_hamiltonian(one_body, U, J):
    """Rotationally invariant shell; spin orbitals ordered orbital, spin."""
    n_modes = len(one_body)
    c = annihilators(n_modes)
    cd = [op.T for op in c]
    n = [cd[i] @ c[i] for i in range(n_modes)]
    ham = sum(one_body[i, j] * cd[i] @ c[j]
              for i in range(n_modes) for j in range(n_modes))
    for a in range(n_modes // 2):
        au, ad = 2 * a, 2 * a + 1
        ham = ham + U * n[au] @ n[ad]
        for b in range(n_modes // 2):
            if a == b:
                continue
            bu, bd = 2 * b, 2 * b + 1
            ham = ham + (U - 2 * J) * n[au] @ n[bd]
            ham = ham + 0.5 * (U - 3 * J) * (n[au] @ n[bu] + n[ad] @ n[bd])
            ham = ham - J * cd[au] @ c[ad] @ cd[bd] @ c[bu]
            ham = ham + J * cd[au] @ cd[ad] @ c[bd] @ c[bu]
    number = np.rint(np.diag(sum(n))).astype(int)
    return ham, number


print(f"temperature = {T_ROOM:.0f} K, kT = {1e3*KT:.3f} meV")

# A donor exchanging electrons with a finite band of fixed electron number:
# the deviation from the reservoir law must vanish as 1/(number of levels).
deviations = []
for n_levels in (100, 400):
    n_el = n_levels // 4
    band = 0.1 * (np.arange(n_levels) + 0.5) / n_levels
    z = np.zeros(n_el + 1)
    z[0] = 1.0
    for e in band:
        z[1:] = z[1:] + np.exp(-e / KT) * z[:-1]
    donor_e = -0.03
    exact = 2 * np.exp(-donor_e / KT) * z[n_el - 1] / z[n_el]
    # mean band filling lies between n_el and n_el - 1
    mu_band = brentq(lambda m: np.sum(1 / (np.exp((band - m) / KT) + 1))
                     - (n_el - 0.5), -1.0, 1.0, xtol=1e-14)
    law = 2 * np.exp((mu_band - donor_e) / KT)
    deviations.append(exact / law - 1)
    print(f"finite band, {n_levels} levels: P0/P+ exact {exact:.5f}, "
          f"law {law:.5f}")
    print(f"  relative deviation = {deviations[-1]:.2e}")
assert abs(deviations[1]) < 0.01
assert 3.5 < deviations[0] / deviations[1] < 4.5

# Simple donor: one orbital, two spins, strong or absent repulsion.
eps_d = 1.00
ham_d, num_d = fock_hamiltonian(eps_d * np.eye(2), 1.0, 0.0)
charge_d = 1 - num_d
for mu in np.linspace(eps_d - 0.1, eps_d + 0.1, 9):
    neutral = populations(ham_d, charge_d, mu)[0]
    law = 1 / (1 + 0.5 * np.exp((eps_d - mu) / KT))
    assert abs(neutral - law) < 1e-10
print(f"donor: eps(+/0) = {eps_d:.2f} eV, repulsion 1.0 eV")
for temp in (100.0, 300.0, 600.0):
    kt = K_B * temp
    mu_star = crossing(ham_d, charge_d, 1, 0, eps_d, kt)
    assert abs(mu_star - formula_level(eps_d, 1, 2, 1, 0, kt)) < 1e-9
    print(f"  {temp:.0f} K: mu* = {mu_star:.5f} eV, "
          f"shift = {1e3*(mu_star-eps_d):.2f} meV")
mu_star = crossing(ham_d, charge_d, 1, 0, eps_d)
print(f"  neutral fraction at mu=eps: "
      f"{populations(ham_d, charge_d, eps_d)[0]:.4f}")
print(f"  neutral fraction at mu*: "
      f"{populations(ham_d, charge_d, mu_star)[0]:.4f}")
ham_free, _ = fock_hamiltonian(eps_d * np.eye(2), 0.0, 0.0)
pop_free = populations(ham_free, charge_d, eps_d)
assert np.allclose([pop_free[1], pop_free[0], pop_free[-1]],
                   [0.25, 0.5, 0.25], atol=1e-12)
for mu in (0.95, 0.99, 1.03):
    pop = populations(ham_free, charge_d, mu)
    per_spin = 0.5 * (pop[0] + 2 * pop[-1])
    assert abs(per_spin - 1 / (np.exp((eps_d - mu) / KT) + 1)) < 1e-11
free_star = crossing(ham_free, charge_d, 1, 0, eps_d)
assert abs(free_star - mu_star) < 1e-9
print(f"  no repulsion, mu=eps: P+ {pop_free[1]:.3f}, "
      f"P0 {pop_free[0]:.3f}, P- {pop_free[-1]:.3f}")
print(f"  no repulsion: +/0 shift = {1e3*(free_star-eps_d):.2f} meV")

# Acceptor: one hole in a p-like valence top with spin-orbit coupling.
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1.0, -1.0
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1.0 + 0j, -1.0])]
so_const, eps_a = 0.2, 0.05
l_dot_s = sum(np.kron(-1j * levi[k], 0.5 * pauli[k]) for k in range(3))
one_body = so_const * l_dot_s + (eps_a - so_const / 2) * np.eye(6)
orbital_e = np.linalg.eigvalsh(one_body)
g_hole = int(np.sum(abs(orbital_e - orbital_e.max()) < 1e-9))
split_off = orbital_e.max() - orbital_e.min()
assert g_hole == 4
ham_a, num_a = fock_hamiltonian(one_body, 0.0, 0.0)
acc_star = crossing(ham_a, 5 - num_a, 0, -1, eps_a)
# the thermally excited split-off doublet changes the fifth figure of g
assert abs(acc_star - formula_level(eps_a, 4, 1, 0, -1)) < 1e-6
print(f"acceptor: eps(0/-) = {eps_a:.2f} eV, g0 = {g_hole}, "
      f"split-off {split_off:.2f} eV")
print(f"  mu* = {acc_star:.5f} eV, shift = {1e3*(acc_star-eps_a):.2f} meV")

# Interacting p shell: spin and orbital degeneracy of Hund ground terms.
e0, U, J = 0.5, 1.6, 0.4
ham_p, num_p = fock_hamiltonian(e0 * np.eye(6), U, J)
charge_p = 1 - num_p
spin_orbit_terms = {1: (0, 0), 0: (0.5, 1), -1: (1, 1), -2: (1.5, 0)}
g = {q: (2 * s + 1) * (2 * l + 1) for q, (s, l) in spin_orbit_terms.items()}
E = {1: 0.0, 0: e0, -1: 2 * e0 + U - 3 * J, -2: 3 * e0 + 3 * (U - 3 * J)}
print(f"p shell: orbital energy {e0} eV, U = {U} eV, J = {J} eV")
for q in (1, 0, -1, -2):
    pick = charge_p == q
    spectrum = np.linalg.eigvalsh(ham_p[np.ix_(pick, pick)])
    counted = int(np.sum(abs(spectrum - spectrum[0]) < 1e-9))
    assert counted == g[q] and abs(spectrum[0] - E[q]) < 1e-9
    print(f"  charge {q:+d}: E = {spectrum[0]:.2f} eV, g = {counted}")
for q, p in ((1, 0), (0, -1), (-1, -2), (1, -1)):
    eps = (E[q] - E[p]) / (p - q)
    found = crossing(ham_p, charge_p, q, p, eps)
    assert abs(found - formula_level(eps, g[q], g[p], q, p)) < 1e-9
    assert abs(found - formula_level(eps, g[p], g[q], p, q)) < 1e-9
    print(f"  ({q:+d}/{p:+d}): eps {eps:.2f} eV, mu* {found:.5f} eV, "
          f"shift {1e3*(found-eps):+.2f} meV")

# Crystal field raising two of the three orbitals.
print("crystal field on two orbitals, (+/0) transition:")
for field in (0.0, 0.02, 0.5):
    h = np.diag([e0, e0] + 4 * [e0 + field])
    ham_cf, _ = fock_hamiltonian(h, U, J)
    found = crossing(ham_cf, charge_p, 1, 0, e0)
    g_eff = 2 + 4 * np.exp(-field / KT)
    assert abs(found - formula_level(e0, 1, g_eff, 1, 0)) < 1e-9
    print(f"  {1e3*field:.0f} meV: g_eff {g_eff:.3f}, "
          f"shift {1e3*(found-e0):.2f} meV")

# Negative-U centre: the negative state has four wells joined by tunnelling.
E_neu, E_neg = 1.30, 2.40
eps_pm = E_neg / 2
charge_n = np.array([1, 0, 0, -1, -1, -1, -1])
print(f"negative-U: eps(+/0) {E_neu:.2f}, eps(0/-) {E_neg-E_neu:.2f}, "
      f"eps(+/-) {eps_pm:.2f} eV")
for t in (1e-7, 5e-3, 0.2):
    ham_n = np.diag([0.0, E_neu, E_neu, 0.0, 0.0, 0.0, 0.0])
    # diagonal chosen so that the lowest tunnelling state stays at E_neg
    ham_n[3:, 3:] = (E_neg + 4 * t) * np.eye(4) - t * np.ones((4, 4))
    found = crossing(ham_n, charge_n, 1, -1, eps_pm)
    g_eff = 1 + 3 * np.exp(-4 * t / KT)
    assert abs(found - formula_level(eps_pm, 1, g_eff, 1, -1)) < 1e-9
    print(f"  t = {1e3*t:.4f} meV: g_eff {g_eff:.3f}, mu* {found:.5f} eV, "
          f"shift {1e3*(found-eps_pm):.2f} meV")
    if t == 1e-7:
        pop = populations(ham_n, charge_n, found)
        print(f"    at mu*: P+ {pop[1]:.4f}, P0 {pop[0]:.4f}, "
              f"P- {pop[-1]:.4f}")

# Orbital triplet coupled linearly to two vibrational modes: the three
# distorted wells replace the orbital triplet and do not multiply it.
quantum, relaxation, n_basis = 0.03, 0.06, 30
ladder = np.diag(np.sqrt(np.arange(1.0, n_basis)), 1)
position, unit = ladder + ladder.T, np.eye(n_basis)
count = np.diag(np.arange(n_basis, dtype=float))
ham_vib = quantum * (np.kron(count, unit) + np.kron(unit, count))
z_plain = np.sum(np.exp(-np.diag(ham_vib) / KT))
coupling = np.sqrt(relaxation * quantum)
z_triplet, lowest = 0.0, []
for angle in 2 * np.pi * np.arange(3) / 3:
    shift = (np.cos(angle) * np.kron(position, unit)
             + np.sin(angle) * np.kron(unit, position))
    levels = np.linalg.eigvalsh(ham_vib - coupling * shift)
    lowest.append(levels[0])
    z_triplet += np.sum(np.exp(-levels / KT))
assert np.allclose(lowest, -relaxation, atol=1e-8)
factor = z_triplet / z_plain * np.exp(min(lowest) / KT)
assert abs(factor - 3) < 1e-4  # finite oscillator basis
print(f"Jahn-Teller triplet: quantum {1e3*quantum:.0f} meV, "
      f"relaxation {-1e3*min(lowest):.2f} meV")
print(f"  orbital-orientation factor {factor:.4f}, "
      f"with spin {2*factor:.4f}")

print("every check passed")
```

Running it gives:

```
temperature = 300 K, kT = 25.852 meV
finite band, 100 levels: P0/P+ exact 10.77533, law 10.65808
  relative deviation = 1.10e-02
finite band, 400 levels: P0/P+ exact 10.95076, law 10.92127
  relative deviation = 2.70e-03
donor: eps(+/0) = 1.00 eV, repulsion 1.0 eV
  100 K: mu* = 0.99403 eV, shift = -5.97 meV
  300 K: mu* = 0.98208 eV, shift = -17.92 meV
  600 K: mu* = 0.96416 eV, shift = -35.84 meV
  neutral fraction at mu=eps: 0.6667
  neutral fraction at mu*: 0.5000
  no repulsion, mu=eps: P+ 0.250, P0 0.500, P- 0.250
  no repulsion: +/0 shift = -17.92 meV
acceptor: eps(0/-) = 0.05 eV, g0 = 4, split-off 0.30 eV
  mu* = 0.08584 eV, shift = 35.84 meV
p shell: orbital energy 0.5 eV, U = 1.6 eV, J = 0.4 eV
  charge +1: E = 0.00 eV, g = 1
  charge +0: E = 0.50 eV, g = 6
  charge -1: E = 1.40 eV, g = 9
  charge -2: E = 2.70 eV, g = 4
  (+1/+0): eps 0.50 eV, mu* 0.45368 eV, shift -46.32 meV
  (+0/-1): eps 0.90 eV, mu* 0.88952 eV, shift -10.48 meV
  (-1/-2): eps 1.30 eV, mu* 1.32096 eV, shift +20.96 meV
  (+1/-1): eps 0.70 eV, mu* 0.67160 eV, shift -28.40 meV
crystal field on two orbitals, (+/0) transition:
  0 meV: g_eff 6.000, shift -46.32 meV
  20 meV: g_eff 3.845, shift -34.82 meV
  500 meV: g_eff 2.000, shift -17.92 meV
negative-U: eps(+/0) 1.30, eps(0/-) 1.10, eps(+/-) 1.20 eV
  t = 0.0001 meV: g_eff 4.000, mu* 1.18208 eV, shift -17.92 meV
    at mu*: P+ 0.4948, P0 0.0103, P- 0.4948
  t = 5.0000 meV: g_eff 2.384, mu* 1.18877 eV, shift -11.23 meV
  t = 200.0000 meV: g_eff 1.000, mu* 1.20000 eV, shift -0.00 meV
Jahn-Teller triplet: quantum 30 meV, relaxation 60.00 meV
  orbital-orientation factor 3.0000, with spin 6.0000
every check passed
```
